The Natural Screening Length of a Thin Double-Gate Transistor

Suppose that the barrier in a transistor channel is calculated from the gate electrostatics alone, layer by layer from gate to gate. The answer contains neither the channel length nor the drain voltage, so all transistors with the same layers, however short, would turn off equally well. For the 25 nm channel worked out below, such a calculation gives a mid-plane potential of 0.170 V, while the two-dimensional solution at mid-channel gives 0.249 V. At that point the energy of an electron is therefore 79 meV lower than calculated, and the top of the barrier, which lies somewhat nearer the source, is lowered as well. What is missing is a length: the distance over which the gates screen the potentials of source and drain.

**Geometry and the gate condition**

A semiconductor film of thickness t_s and permittivity ε_s lies between two insulators, each of thickness t_ox and permittivity ε_ox, with a gate on each. Let x run from the source (x = 0) to the drain (x = L), let y be measured from the mid-plane, and let h = t_s/2. The device is wide, so nothing depends on the third coordinate. The film is flat and uniform, and the gates are identical, aligned, equally biased and cover the whole channel.

The device is taken to be below threshold and its film depleted of holes, so the mobile charge is neglected. The film then holds only ionized acceptors of uniform density N, with charge density −qN, where q > 0 is the elementary charge. Poisson's equation ε_s∇²φ = −(−qN) becomes

φ_xx + φ_yy = qN/ε_s.   (1)

Subscripts x and y denote derivatives. The potential φ is measured from that of the neutral film material, and V_g is the gate voltage minus the flat-band voltage.

The insulator has no charge. If it is thin compared with the distance over which φ changes along x, its field is nearly vertical and therefore uniform across it. Continuity of the normal displacement at y = h, with no interface charge, reads

ε_s φ_y = ε_ox (V_g − φ)/t_ox.   (2)

With g = ε_ox/(ε_s t_ox), an inverse length, this is

φ_y = g(V_g − φ) at y = h.   (3)

The sign is right: a gate more positive than the surface makes φ rise towards the gate.

**The parabola**

The transverse potential is now approximated by a quadratic polynomial in y. Identical gates make φ even in y, so the linear term vanishes:

φ(x,y) = φ_c(x) + a(x)y².   (4)

Here φ_c is the mid-plane potential. At the surface, φ_y = 2ah and φ = φ_c + ah². Equation (3) gives 2ah = g(V_g − φ_c) − gah², and collecting a yields

a = g(V_g − φ_c)/(2h + gh²).   (5)

Substituting (4) into (1) gives

φ_c'' + a''y² + 2a = qN/ε_s.   (6)

The right side does not depend on y, so (6) can hold at every depth only if a'' = 0. By (5), φ_c'' is then zero too, and (6) makes a, and hence φ_c, constant. A potential that varies along the channel therefore cannot be exactly of the form (4). One must choose where, or in what sense, Poisson's equation is to hold, and the screening length depends on this choice.

**Three closures, three lengths**

*Mid-plane.* At y = 0, (6) reads φ_c'' + 2a = qN/ε_s. From (5),

V_g − φ_c = 2a(2h + gh²)/(2g) = 2a(h/g + h²/2).   (7)

*Surface.* Let φ_s = φ_c + ah². At y = h, (6) reads φ_s'' + 2a = qN/ε_s, because φ_s'' = φ_c'' + a''h². The gate condition 2ah = g(V_g − φ_s) gives

V_g − φ_s = 2a(h/g).   (8)

*Section average.* Let φ_m be the mean of φ over 0 < y < h. Averaging (1), with φ_y = 0 at the mid-plane, gives

φ_m'' + φ_y(h)/h = qN/ε_s.   (9)

This is Gauss's law for a thin slice of the film and involves no parabola. The parabola enters through φ_y(h)/h = 2a and φ_m = φ_c + ah²/3. Since φ_s − φ_m = 2ah²/3, adding this to (8) gives

V_g − φ_m = 2a(h/g + h²/3).   (10)

All three cases have the form φ'' + 2a = qN/ε_s with V_g − φ = 2aλ². Eliminating 2a and multiplying by λ² gives

λ²φ'' = φ − φ_long, φ_long = V_g − qNλ²/ε_s.   (11)

Here φ is the potential at the chosen place, or its average. Because h/g = ε_s t_s t_ox/(2ε_ox) and h² = t_s²/4, the length is

λ² = ε_s t_s t_ox/(2ε_ox) + κt_s²,   (12)

with κ = 0 for the surface, κ = 1/12 for the average and κ = 1/8 for the mid-plane. These lengths are called λ_s, λ_m and λ_c below. The mid-plane form can also be written

λ_c² = [ε_s t_s t_ox/(2ε_ox)] [1 + ε_ox t_s/(4ε_s t_ox)].   (13)

The first term of (12) expresses a competition. A film of thickness t_s carries flux along the channel in proportion to ε_s t_s, while two gates of capacitance ε_ox/t_ox per area draw flux out of it. The ratio of the two is λ_s². The second term accounts for the potential drop inside the film, which keeps the gates from controlling its interior as firmly as its surface.

**What each closure gets right**

Far from both ends of a long channel, φ does not depend on x. Equation (1) reduces to φ_yy = qN/ε_s, whose even solution is a parabola with 2a = qN/ε_s. Equations (7), (8) and (10) are then exact within the model, so each λ in (11) gives the correct long-channel value of its own potential. The three values of φ_long differ because the potential differs with depth.

The decay along x is another matter. Write φ as the long-channel solution plus a disturbance ψ. Subtraction removes the doping and the gate voltage:

ψ_xx + ψ_yy = 0, ψ_y = −gψ at y = h.   (14)

An even solution that decays away from the source is ψ = cos(y/λ) exp(−x/λ): the two second derivatives are −ψ/λ² and +ψ/λ². The gate condition requires (1/λ) sin(h/λ) = g cos(h/λ). With u = h/λ and b = gh, multiplication by h gives

u tan u = b.   (15)

On each interval from nπ to nπ + π/2, with n = 0, 1, 2, …, the left side rises from zero to infinity, so there is one root in each. The smallest root, in 0 < u < π/2, gives the slowest decay. This λ = h/u is the natural length of the thin-insulator model. It is the same at every depth, once the faster modes have died out.

To compare it with (12), note that λ_s² = h/g = h²/b and that (15) gives 1/b = cot u/u. Hence

λ² − λ_s² = h²(1/u² − cot u/u).   (16)

The logarithmic derivative of the product sin u = u∏(1 − u²/(n²π²)), with n = 1, 2, …, is cot u = 1/u − Σ2u/(n²π² − u²). Dividing by u and rearranging,

1/u² − cot u/u = Σ2/(n²π² − u²).   (17)

Every term grows with u between 0 and π/2. At u → 0 the sum is (2/π²)(π²/6) = 1/3. At u → π/2 the cotangent vanishes and the left side is 4/π². With h² = t_s²/4,

t_s²/12 < λ² − λ_s² < t_s²/π².   (18)

Since 1/π² is less than 1/8, it follows for every b > 0 that

λ_s < λ_m < λ < λ_c.   (19)

The surface closure errs for a visible reason. In the true mode the transverse curvature is proportional to cos(y/λ) and is weakest at the surface. The parabola has the same curvature at every depth, and (8) uses the average curvature where the smaller surface value belongs. It therefore overstates the screening.

Two limits show how well the others do. When b is small, most of the transverse voltage drop is in the insulator. Expanding (17) to the next order gives 1/3 + 2u²Σ1/(n⁴π⁴) = 1/3 + u²/45, since Σ1/n⁴ = π⁴/90. To leading order (15) gives u² = b, so

λ²/h² = 1/b + 1/3 + b/45 + O(b²).   (20)

The first two terms are those of the average closure. The mid-plane closure has 1/2 in place of 1/3. When b is large, the surface is held at the gate potential, u → π/2 and λ → t_s/π. In that limit the average closure gives t_s/√12, which is 9 % too short, the mid-plane closure gives t_s/√8, which is 11 % too long, and λ_s tends to zero. Within the thin-insulator model, κ = 1/12 is the better choice in both limits. The small-b limit needs care: since t_ox/h = (ε_ox/ε_s)/b, small b at fixed permittivities means a thick insulator, for which (3) fails, as shown below.

**Between source and drain**

Let the film's end planes be equipotentials, V_S at the source and V_S + V_D at the drain. Equation (11) has constant coefficients. Its solution for the mid-plane potential with these end values is

φ_c(x) = φ_long + [(V_S − φ_long) sinh((L − x)/λ_c) + (V_S + V_D − φ_long) sinh(x/λ_c)]/sinh(L/λ_c).   (21)

At x = L/2 both numerators contain sinh(L/2λ_c). With sinh(L/λ_c) = 2 sinh(L/2λ_c) cosh(L/2λ_c),

φ_c(L/2) = φ_long + (2V_S + V_D − 2φ_long)/(2 cosh(L/2λ_c)).   (22)

The response of this potential to the drain voltage is therefore

R_c = 1/(2 cosh(L/2λ_c)),   (23)

which approaches exp(−L/2λ_c) for a long channel. The middle of the channel is a convenient fixed point. With V_D > 0 the lowest potential along the mid-plane, which is the top of the barrier for electrons travelling there, lies nearer the source.

The modes give the same response without the parabola. A unit change of drain voltage sets ψ = 1 over the whole drain plane and ψ = 0 over the source plane. Modes belonging to different roots of (15) are orthogonal on 0 < y < h: for two modes f₁ and f₂, the difference of their inverse squared lengths times ∫f₁f₂dy equals f₁f₂' − f₂f₁' at y = h, which vanishes because both obey f' = −gf. The lowest mode's share of the constant 1 is thus the ratio of ∫cos(uy/h)dy = h sin u/u to ∫cos²(uy/h)dy = h(u + sin u cos u)/(2u):

C = 2 sin u/(u + sin u cos u).   (24)

Its dependence on x is sinh(x/λ)/sinh(L/λ), so at mid-channel and mid-plane

R ≈ C/(2 cosh(L/2λ)),   (25)

when the higher modes are negligible there. The amplitude C exceeds 1. Indeed, 2 sin u − u − sin u cos u vanishes at u = 0 and has the derivative 2 cos u(1 − cos u), which is positive for 0 < u < π/2.

The mid-plane closure thus makes two errors of opposite effect on R: its amplitude of 1 is too small, and its decay length is too long. At one channel length they cancel. Beyond that length, the error in the exponent wins and (23) overestimates the drain's influence.

**A worked device**

Take t_s = 8 nm, t_ox = 1 nm, relative permittivities 12 for the film and 4 for the insulator, N = 10²⁴ m⁻³ and L = 25 nm. These are round model values. Then h = 4 nm, g = 4/(12 × 1 nm) = 0.333 nm⁻¹ and b = 1.33. The three closures give

λ_s² = 4/0.333 = 12.0 nm², λ_s = 3.46 nm,
λ_m² = 12.0 + 64/12 = 17.3 nm², λ_m = 4.16 nm,
λ_c² = 12.0 + 64/8 = 20.0 nm², λ_c = 4.47 nm.

The lowest root of (15) is u = 0.951, so λ = 4/0.951 = 4.21 nm. Relative to this, the closures are off by −18 %, −1.0 % and +6.3 %, in the order required by (19). A two-dimensional numerical solution of (1) with the gate condition (3) decays with the same 4.21 nm at the mid-plane and at the surface. The second even mode has a decay length of 1.14 nm, so the transverse shape settles within a few nanometres of the contacts.

Let V_g = 0.2 V, V_S = 0.6 V and V_D = 0.5 V. These too are model values: a heavily doped silicon source would lie near 1 V, and the contacts would then raise the mid-channel potential more than they do here. With qN/ε_s = 1.508 × 10¹⁵ V/m², the long-channel mid-plane potential is

φ_long = 0.2 V − (1.508 × 10¹⁵ V/m²)(20.0 × 10⁻¹⁸ m²) = 0.170 V.

Equation (23) gives R_c = 0.0609, and (22) becomes

φ_c(L/2) = 0.1698 + (1.2 + 0.5 − 0.3397) × 0.0609 = 0.253 V.

The two-dimensional solution gives 0.249 V. It uses the same thin-insulator condition (3), so the comparison tests the parabola and not that condition. The parabolic model is 3.8 mV too high, about 5 % of the 79 mV by which the contacts raise the potential. Most of this comes from the response, which is 0.0584 in two dimensions: (0.0609 − 0.0584) × 1.36 V is 3.4 mV. By linearity, the rest comes from the depth dependence of the long-channel potential. That potential is higher towards the surfaces, so flat contact planes disturb it less there than (22) assumes.

The response at three channel lengths shows the two errors trading places:

L = 15 nm: two-dimensional 0.187, mid-plane closure 0.181
L = 25 nm: two-dimensional 0.0584, mid-plane closure 0.0609
L = 40 nm: two-dimensional 0.0098, mid-plane closure 0.0114

For exponentials in place of the hyperbolic cosines, the errors cancel where C = exp[(L/2)(1/λ − 1/λ_c)]. With C = 1.143 this gives L ≈ 19 nm, between the first two rows. Good agreement near that length is no evidence that λ_c is the decay length.

The average closure gives 0.04955 at 25 nm, seemingly worse although its length is better. But it describes the section average, not the mid-plane. For the lowest mode the average is sin u/u = 0.856 times the mid-plane value, and 0.0584 × 0.856 = 0.0500, within 1 % of the closure. A closure should be compared with the potential it describes. Here too, two small errors partly cancel: the closure's amplitude of 1 exceeds C sin u/u = 0.979, while its length is 1 % short. Its error is +0.4 % at 15 nm, −0.8 % at 25 nm and −2.6 % at 40 nm.

As a design figure, a mid-channel response of 1 % requires L = 2λ_c arccosh(50) = 41.2 nm by the mid-plane closure and 2λ arccosh(50C) = 39.9 nm by the lowest mode. Both are more than nine times the screening length. That factor follows from the chosen 1 %; a response of 5 % needs about six. The top of the barrier also responds less than the middle. For two exponentials the ratio is √[(V_S − φ_long)/(V_S + V_D − φ_long)], which is 0.68 at this bias. The full numerical output follows the text.

**Where the geometric assumptions fail**

*A thick insulator.* Equation (12) contains the insulator only through t_ox/ε_ox. This suggests that a thick layer of high permittivity is as good as a thin one of low permittivity. To test that, let the field in the insulator have a component along x. For a mode varying as exp(−x/λ), the potential is cos(y/λ) in the film and B sin((h + t_ox − y)/λ) in the insulator, which vanishes at the gate. Continuity of potential and of normal displacement at y = h requires

cos(h/λ) = B sin(t_ox/λ), ε_s sin(h/λ) = ε_ox B cos(t_ox/λ).   (26)

Dividing the second by the first and multiplying by tan(t_ox/λ),

ε_s tan(h/λ) tan(t_ox/λ) = ε_ox.   (27)

For t_ox ≪ λ the second tangent is t_ox/λ and (15) returns. In general that tangent is larger than its argument, so (27) is met at a smaller 1/λ: the true length is longer. If ε_ox ≪ ε_s, with h and t_ox comparable, both arguments are small. Using tan z ≈ z + z³/3 in each factor,

(ht_ox/λ²)[1 + (h² + t_ox²)/(3λ²)] ≈ ε_ox/ε_s.   (28)

Multiplying by λ²ε_s/ε_ox, and using λ² ≈ ε_s h t_ox/ε_ox = h/g in the small correction,

λ² ≈ h/g + h²/3 + t_ox²/3.   (29)

The physical thickness of the insulator now appears by itself. In the example, (27) gives 4.23 nm for the 1 nm insulator, 0.6 % above the thin-insulator value. An insulator of 5 nm and relative permittivity 20 has the same t_ox/ε_ox, yet (27) gives 4.95 nm, an increase of 18 %. Here t_ox is no longer small compared with λ, and (12) should be replaced by (27). The ranking of the closures changes as well. By (29), the mid-plane closure is the closer one once t_ox exceeds about h/2, and λ exceeds λ_c once t_ox exceeds about 0.7h, so (19) no longer holds. With t_ox = h = 4 nm and the permittivities of the example, (27) gives tan(h/λ) = 1/√3 and λ = 7.64 nm, against λ_c = 7.48 nm and λ_m = 7.30 nm.

*Unequal gates.* If the gates differ in bias, work function or insulator, φ is not even in y. The linear term in (4) returns, and two gate conditions must fix two coefficients. A difference in bias or work function alone leaves the slowest decay length unchanged, because the gate voltages drop out of (14). It does excite odd modes sin(y/λ) exp(−x/λ), which obey u cot u = −b; the slowest has 1.88 nm in the example. Different insulators require a new mode condition in place of (15).

*Incomplete or misaligned gates.* Equation (3) must hold along the whole channel. Where a gate is missing, the field is not drawn out of the film as assumed, and one λ cannot describe the entire length.

*Narrow or non-planar films.* In a narrow film, side surfaces add a third direction to (1). A film of varying thickness has a mode that changes along x.

*Contacts.* Abrupt equipotential end planes determine the amplitudes in (21) and (24). If the source and drain regions are themselves partly depleted, the effective end positions and potentials change. The decay length inside a uniform gated section does not, because (15) contains no property of the contacts.

*Very short channels.* When L is not several times λ, the disturbances from the two ends overlap appreciably, and the hyperbolic form (21) must be kept in place of a single exponential. When L is only a few times the second mode's length, the higher modes neglected in (25) matter as well.

There are also electrical limits. At N = 10²⁴ m⁻³ the mean spacing of acceptors is 10 nm, more than the film thickness, and one unscreened acceptor shifts the potential by 60 mV at 2 nm. The uniform density in (1) therefore describes an average over many devices, not a single one. At the drain edge of the example the insulator carries 0.9 V over 1 nm, or 9 MV/cm, near the breakdown field of silicon dioxide, and tunnelling through so thin a layer is not described. With a source near 1 V the drop from the barrier top to the drain would be about 1.2 V, above the silicon gap, and band-to-band tunnelling could set in. Near flat band the film is not depleted, and its holes add to the screening and shorten the decay length. Above threshold, mobile charge enters the right side of (1) and depends on φ. The equation is then nonlinear and must be solved together with the carrier density. Quantum confinement shifts the carriers' energies and their distribution over y, and so changes the current, but it does not alter λ as long as the carriers' charge is negligible.

Values computed for the example and the checks

```
film thickness t_s = 8.0 nm, insulator t_ox = 1.0 nm
relative permittivities: film 12.0, insulator 4.0
acceptor density N = 1.0e+24 m^-3, channel length L = 25.0 nm
V_g = 0.20 V, source-end potential = 0.60 V, drain bias = 0.50 V
g = 3.3333e+08 m^-1, b = g*h = 1.3333
eps_s*t_s*t_ox/(2*eps_ox) = 12.000 nm^2
t_s^2/12 = 5.333 nm^2, t_s^2/8 = 8.000 nm^2
lambda, surface closure = 3.464 nm, error against mode = -17.63 %
lambda, average closure = 4.163 nm, error against mode = -1.00 %
lambda, mid-plane closure = 4.472 nm, error against mode = +6.34 %
mode root u = 0.95116, lambda of mode = 4.205 nm
decay length of second mode = 1.141 nm
lambda from 2D solution: mid-plane 4.205 nm, surface 4.205 nm
(lambda^2 - lambda_surface^2)/t_s^2, b = 0.05 to 50: 0.08361 to 0.10041
its limits: 1/12 = 0.08333, 1/pi^2 = 0.10132
q*N/eps_s = 1.5079e+15 V/m^2
long-channel potential, surface = 0.18190 V (1D numerical 0.18190 V)
long-channel potential, average = 0.17386 V (1D numerical 0.17386 V)
long-channel potential, mid-plane = 0.16984 V (1D numerical 0.16984 V)
mode amplitude C at mid-plane = 1.1434
drain response of mid-channel potential (V per V):
 L = 15 nm: 2D 0.18664, one mode 0.18689
  closures: surface 0.11325, average 0.16068, mid-plane 0.18061
 L = 25 nm: 2D 0.05837, one mode 0.05837
  closures: surface 0.02707, average 0.04955, mid-plane 0.06088
 L = 40 nm: 2D 0.00984, one mode 0.00983
  closures: surface 0.00311, average 0.00820, mid-plane 0.01142
mid-channel potential at L = 25 nm: mid-plane model 0.2527 V, 2D 0.2488 V
difference model - 2D = +3.82 mV
L for 1 % drain response: mid-plane model 41.19 nm, one mode 39.86 nm
insulator field resolved, t_ox = 1 nm, relative permittivity 4: lambda = 4.232 nm
insulator field resolved, t_ox = 5 nm, relative permittivity 20: lambda = 4.950 nm
increase over thin-insulator mode: 0.63 % and 17.70 %
```
